# The product of two Cartesian Gaussians and their general overlap

## What fails without a common centre

Consider the overlap of a p-type Gaussian on one atom with an s-type Gaussian on another, in one dimension:

$$\int_{-\infty}^{\infty}(x-A)\,e^{-a(x-A)^2}\,e^{-b(x-B)^2}\,dx .$$

The first function is odd about $A$, and it is tempting to conclude that the integral vanishes. It does not, if $A\neq B$: the second function is even about $B$, not about $A$, so it weights the two lobes of the p function unequally. With higher powers the difficulty grows. The integrand then contains powers of $x-A$ and of $x-B$, and parity about either centre settles nothing. Rewriting the polynomial about $A$ alone does not help either, because the product of the exponentials is not even about $A$, so parity removes none of the resulting terms. Nor can these overlaps be ignored, because functions on different atoms are in general not orthogonal, and the matrix of their overlaps enters the equations for the orbital coefficients.

The cure is to find a third point about which the whole exponential is even, and to rewrite the polynomial about that point. This is done below in two ways, first by direct expansion and then with a generating function.

## Definitions and the result

The unnormalized one-dimensional Cartesian Gaussians are

$$G_i(x)=(x-A)^i e^{-a(x-A)^2},\qquad G_j(x)=(x-B)^j e^{-b(x-B)^2},$$

where the index $i$ always goes with centre $A$ and exponent $a$, and $j$ with $B$ and $b$. The exponents are real and positive, the centres are real, and $i,j$ are non-negative integers. Define

$$p=a+b,\quad \mu=\frac{ab}{p},\quad P=\frac{aA+bB}{p},\quad \mathrm{PA}=P-A,\quad \mathrm{PB}=P-B .$$

The symbols $\mathrm{PA}$ and $\mathrm{PB}$ are single quantities, not products. They are signed displacements, not distances. The claim is that

$$G_iG_j=K\,e^{-p(x-P)^2}\sum_{k=0}^{i+j}f_k\,(x-P)^k,\qquad K=e^{-\mu(A-B)^2}, \tag{1}$$

$$f_k=\sum_{l=\max(0,k-j)}^{\min(i,k)}\binom{i}{l}\binom{j}{k-l}\,\mathrm{PA}^{\,i-l}\,\mathrm{PB}^{\,j-k+l}, \tag{2}$$

and that the overlap $S_{ij}=\int_{-\infty}^{\infty} G_iG_j\,dx$ is

$$S_{ij}=K\sqrt{\frac{\pi}{p}}\sum_{n=0}^{\lfloor (i+j)/2\rfloor} f_{2n}\,\frac{(2n-1)!!}{(2p)^n}. \tag{3}$$

Here $(2n-1)!!=1\cdot3\cdots(2n-1)$, with $(-1)!!=1$, and a zeroth power equals 1 even if its base is zero.

## What both derivations share

**The product of the exponentials.** Expand the sum of the two exponents and collect powers of $x$:

$$a(x-A)^2+b(x-B)^2=px^2-2(aA+bB)x+aA^2+bB^2 .$$

Since $aA+bB=pP$, the first two terms are $px^2-2pPx=p(x-P)^2-pP^2$. What remains is independent of $x$:

$$aA^2+bB^2-pP^2=\frac{(a+b)(aA^2+bB^2)-(aA+bB)^2}{p}.$$

In the numerator $a^2A^2$ and $b^2B^2$ cancel, leaving $abA^2+abB^2-2abAB=ab(A-B)^2$. Hence

$$a(x-A)^2+b(x-B)^2=p(x-P)^2+\mu(A-B)^2 , \tag{4}$$

and therefore

$$e^{-a(x-A)^2}e^{-b(x-B)^2}=K\,e^{-p(x-P)^2}.$$

This is the Gaussian product theorem. The product is again a Gaussian. It is narrower than either factor, because $p$ exceeds both $a$ and $b$, and it is centred at the weighted mean $P$, which lies between the centres and nearer to the one with the larger exponent. The factor $K$ measures how far the two functions reach each other: it is 1 for coincident centres and falls as a Gaussian of their separation.

The theorem relies on the exponents being quadratic. For exponentials of the type $e^{-\gamma|x-A|}$ and $e^{-\gamma|x-B|}$, the product is constant between $A$ and $B$, since there $|x-A|+|x-B|=|A-B|$. No single function $e^{-\gamma'|x-P|}$ with $\gamma'>0$, times a constant, has such a flat stretch.

**The displacements.** From the definition of $P$,

$$\mathrm{PA}=\frac{aA+bB-(a+b)A}{p}=\frac{b}{p}(B-A),\qquad \mathrm{PB}=\frac{aA+bB-(a+b)B}{p}=-\frac{a}{p}(B-A). \tag{5}$$

For distinct centres the two have opposite signs.

**The basic integral.** Let $I_0=\int_{-\infty}^{\infty}e^{-pu^2}du$. Its square is an integral over a plane, which polar coordinates make elementary:

$$I_0^2=\int_0^{2\pi}d\varphi\int_0^\infty e^{-pr^2}r\,dr=2\pi\cdot\frac{1}{2p}=\frac{\pi}{p}.$$

The integrand of $I_0$ is positive, so the positive root applies: $I_0=\sqrt{\pi/p}$.

## First derivation: binomial expansion

Let $u=x-P$. Adding and subtracting $P$ gives

$$x-A=(x-P)+(P-A)=u+\mathrm{PA},\qquad x-B=u+\mathrm{PB}.$$

The signs are plus because the displacements were defined as $P$ minus the centre. The binomial theorem, applied to each power, gives

$$(x-A)^i(x-B)^j=\sum_{l=0}^{i}\sum_{m=0}^{j}\binom{i}{l}\binom{j}{m}\mathrm{PA}^{\,i-l}\,\mathrm{PB}^{\,j-m}\,u^{l+m}.$$

Now collect the terms with the same total power $k=l+m$. For fixed $k$ we have $m=k-l$, so one sum remains. The condition $0\le m\le j$ becomes $k-j\le l\le k$. Together with $0\le l\le i$ it gives the limits in (2), and the coefficient of $u^k$ is $f_k$. Multiplying by the product of the exponentials gives (1).

The two extreme coefficients are quickly checked. For $k=i+j$, only $l=i$ is allowed and $f_{i+j}=1$, as it must be for a product of two polynomials with leading coefficient 1. For $k=0$, only $l=0$ is allowed and $f_0=\mathrm{PA}^i\,\mathrm{PB}^j$, the value of the polynomial at $x=P$.

To integrate, define the moments

$$I_k=\int_{-\infty}^{\infty}u^k e^{-pu^2}\,du .$$

The change of variable from $x$ to $u$ is a shift, which leaves the infinite limits unchanged. For odd $k$ the integrand is odd in $u$ and $I_k=0$. For even $k$, use

$$u\,e^{-pu^2}=-\frac{1}{2p}\frac{d}{du}e^{-pu^2}$$

and integrate by parts:

$$I_{k+2}=\int_{-\infty}^{\infty}u^{k+1}\left(u\,e^{-pu^2}\right)du=\left[-\frac{u^{k+1}e^{-pu^2}}{2p}\right]_{-\infty}^{\infty}+\frac{k+1}{2p}\int_{-\infty}^{\infty}u^k e^{-pu^2}du .$$

The boundary term vanishes because the Gaussian falls faster than any power grows. Thus $I_{k+2}=(k+1)I_k/(2p)$. Starting from $I_0$ and applying this $n$ times produces the factors $1,3,\dots,2n-1$ and $n$ factors of $1/(2p)$:

$$I_{2n}=\frac{(2n-1)!!}{(2p)^n}\sqrt{\frac{\pi}{p}} . \tag{6}$$

The sum in (1) is finite, so it may be integrated term by term:

$$S_{ij}=K\sum_{k=0}^{i+j}f_kI_k=K\sum_{n}f_{2n}I_{2n},$$

which is (3). The odd coefficients drop out of the overlap, but they belong to the product (1) and can contribute when it is integrated against something that is not even about $P$.

## Second derivation: generating function

Instead of treating one pair $(i,j)$, treat all pairs together. Introduce two real auxiliary variables $\sigma$ and $\tau$ and define

$$W(x)=e^{\sigma(x-A)+\tau(x-B)}\,e^{-a(x-A)^2-b(x-B)^2}.$$

Expanding the first exponential in powers of $\sigma$ and $\tau$ shows that $W$ contains every product of interest:

$$W(x)=\sum_{i=0}^{\infty}\sum_{j=0}^{\infty}\frac{\sigma^i\tau^j}{i!\,j!}\,G_i(x)\,G_j(x). \tag{7}$$

So $G_iG_j$ is $i!\,j!$ times the coefficient of $\sigma^i\tau^j$ in $W$.

**The product.** With $x-A=u+\mathrm{PA}$, $x-B=u+\mathrm{PB}$ and (4),

$$W=K\,e^{-pu^2}\,e^{\sigma\mathrm{PA}+\tau\mathrm{PB}}\,e^{(\sigma+\tau)u}
=K\,e^{-pu^2}\sum_{k=0}^{\infty}u^k\,\frac{(\sigma+\tau)^k}{k!}\,e^{\sigma\mathrm{PA}+\tau\mathrm{PB}} .$$

The coefficient of $u^k$ in the polynomial of (1) is therefore $i!\,j!$ times the coefficient of $\sigma^i\tau^j$ in

$$F_k(\sigma,\tau)=\frac{(\sigma+\tau)^k}{k!}\,e^{\sigma\mathrm{PA}+\tau\mathrm{PB}} .$$

To read it off, write

$$\frac{(\sigma+\tau)^k}{k!}=\sum_{l=0}^{k}\frac{\sigma^l\,\tau^{k-l}}{l!\,(k-l)!} .$$

The exponential must then supply the missing powers $\sigma^{i-l}$ and $\tau^{j-k+l}$, which it does with the coefficients $\mathrm{PA}^{i-l}/(i-l)!$ and $\mathrm{PB}^{j-k+l}/(j-k+l)!$. Neither missing power can be negative, and this restores the limits on $l$ in (2). Multiplication by $i!\,j!$ gives

$$\sum_l\frac{i!}{l!\,(i-l)!}\;\frac{j!}{(k-l)!\,(j-k+l)!}\;\mathrm{PA}^{\,i-l}\,\mathrm{PB}^{\,j-k+l}=f_k .$$

The factorials have assembled themselves into the two binomial coefficients.

**The overlap.** Integrate $W$ as a whole. The exponent that depends on $u$ is again a square plus a constant:

$$-pu^2+(\sigma+\tau)u=-p\left(u-\frac{\sigma+\tau}{2p}\right)^2+\frac{(\sigma+\tau)^2}{4p} .$$

The shifted Gaussian integrates to $I_0$, so

$$Z(\sigma,\tau)=\int_{-\infty}^{\infty}W\,dx=K\sqrt{\frac{\pi}{p}}\;e^{\sigma\mathrm{PA}+\tau\mathrm{PB}}\,e^{(\sigma+\tau)^2/(4p)} . \tag{8}$$

On the other side, integrating (7) term by term gives

$$Z(\sigma,\tau)=\sum_{i,j}\frac{\sigma^i\tau^j}{i!\,j!}\,S_{ij} . \tag{9}$$

This exchange of an infinite sum and an integral needs a reason. If every term in (7) is replaced by its absolute value, the sum becomes $e^{|\sigma||x-A|+|\tau||x-B|}$ times the two Gaussians. The quadratic decay defeats the linear growth, so this function is integrable, and absolute convergence permits the exchange.

Now expand the last exponential in (8) and insert $(2n)!/(2n)!$ to make $F_{2n}$ appear:

$$Z=K\sqrt{\frac{\pi}{p}}\sum_{n=0}^{\infty}\frac{(\sigma+\tau)^{2n}}{n!\,(4p)^n}\,e^{\sigma\mathrm{PA}+\tau\mathrm{PB}}
=K\sqrt{\frac{\pi}{p}}\sum_{n=0}^{\infty}\frac{(2n)!}{n!\,(4p)^n}\,F_{2n}(\sigma,\tau) .$$

Take $i!\,j!$ times the coefficient of $\sigma^i\tau^j$ on both sides. The left side gives $S_{ij}$ by (9), and each $F_{2n}$ gives $f_{2n}$, which is zero for $2n>i+j$. The numerical factor simplifies when $(2n)!$ is split into its odd and even factors, $(2n)!=(2n-1)!!\;2^n n!$:

$$\frac{(2n)!}{n!\,(4p)^n}=\frac{(2n-1)!!\,2^n}{4^n p^n}=\frac{(2n-1)!!}{(2p)^n} .$$

This is (3) again, with the moments (6) obtained without integration by parts.

**A recurrence.** Differentiating (8) gives

$$\frac{\partial Z}{\partial\sigma}=\left(\mathrm{PA}+\frac{\sigma+\tau}{2p}\right)Z .$$

In the series (9), differentiation by $\sigma$ replaces $S_{ij}$ by $S_{i+1,j}$, while multiplication by $\sigma$ replaces it by $i\,S_{i-1,j}$, since $\sigma\cdot\sigma^{i-1}/(i-1)!=i\,\sigma^i/i!$. The same holds for $\tau$ and $j$. Comparing coefficients,

$$S_{i+1,j}=\mathrm{PA}\,S_{ij}+\frac{1}{2p}\left(i\,S_{i-1,j}+j\,S_{i,j-1}\right). \tag{10}$$

The overlaps can thus be built up from $S_{00}=K\sqrt{\pi/p}$, with the corresponding relation for raising $j$, in which $\mathrm{PB}$ replaces $\mathrm{PA}$.

## What each derivation assumes

Both need quadratic exponents, for (4), and integration over the whole line. On a finite interval the even moments fall below (6), and the odd moments about $P$ do not vanish in general unless the interval is symmetric about $P$. So (3) fails in general, even on a symmetric interval, although (1) remains true.

The binomial route is finite algebra followed by a finite sum of integrals, so it raises no question of convergence beyond $p>0$. It also separates two ingredients. The coefficients $f_k$ come from shifting the origin of a polynomial, and formula (2) for them holds for any choice of the point $P$ and any weight function, although their values change with $P$ through $\mathrm{PA}$ and $\mathrm{PB}$. The Gaussian enters through the choice of $P$, the factor $K$ and the moments.

The generating function needs more: an infinite series and its exchange with the integral. To compare coefficients the exchange is needed for $\sigma$ and $\tau$ near zero, which absolute convergence grants when the weight times $e^{c|x|}$ is integrable for some $c>0$ (the Gaussian allows it for all $\sigma$ and $\tau$), whereas the first route requires only finite moments up to order $i+j$. In return, one integral yields all overlaps, and the recurrence (10) follows from one derivative.

## Three dimensions and normalization

A Cartesian Gaussian in space is a product of three one-dimensional ones with a common exponent, because $|\mathbf r-\mathbf A|^2$ is a sum of three squares. The triple integral therefore factorizes:

$$S=S_xS_yS_z,\qquad K_xK_yK_z=e^{-\mu R^2},\qquad R=|\mathbf A-\mathbf B| .$$

Each factor has its own powers and displacements, while $p$ and $\mu$ are common. If basis functions are fixed linear combinations of such primitives, their overlap is the corresponding weighted sum of primitive overlaps, since the integral is linear in each function.

For coincident centres $\mathrm{PA}=\mathrm{PB}=0$, and in (2) the one surviving coefficient is $f_{i+j}=1$. The overlap then vanishes for odd $i+j$, as parity about the shared centre demands. With $j=i$ and $b=a$, so that $p=2a$ and $K=1$, (3) gives the self-overlap

$$S_{ii}=\frac{(2i-1)!!}{(4a)^i}\sqrt{\frac{\pi}{2a}} . \tag{11}$$

A normalized overlap is $S$ divided by the square root of the product of the two three-dimensional self-overlaps.

In the opposite limit, let $D=A-B$ be large. By (5), $\mathrm{PA}=-bD/p$ and $\mathrm{PB}=aD/p$, so $f_{2n}$ is proportional to $D^{\,i+j-2n}$. The term $n=0$ dominates:

$$S_{ij}\approx\sqrt{\frac{\pi}{p}}\left(-\frac{b}{p}\right)^i\left(\frac{a}{p}\right)^j D^{\,i+j}\,e^{-\mu D^2} .$$

The polynomial delays the decay, but the Gaussian factor wins. The estimate is safe when $|\mathrm{PA}|$ and $|\mathrm{PB}|$ are large compared with the width $1/\sqrt p$; a small $K$ is not enough. For $i=2$, $j=0$ the exact overlap is the estimate times $1+p/(2b^2D^2)$, which for $a=10$ and $b=0.1$ bohr$^{-2}$ is still about 6 at $D=10$ bohr, where $K=5\times10^{-5}$.

## The sign of the displacements

Suppose $\mathrm{PA}$ and $\mathrm{PB}$ are both entered with the wrong sign. Each term of $f_k$ contains $i+j-k$ displacement factors, so $f_k$ acquires $(-1)^{i+j-k}$. In the overlap $k$ is even, and the whole result is multiplied by $(-1)^{i+j}$. The error cannot be seen in a one-dimensional overlap with even $i+j$, so a check of the convention by means of such overlaps must use an odd case whose overlap is not zero. Geometrically, the wrong sign describes the mirror image of the arrangement, in which $A$ and $B$ are reflected through $P$.

## Worked example

Take round model parameters: $a=0.9$ and $b=0.6$ bohr$^{-2}$, with centres

$$\mathbf A=(0.2,-0.1,0.3)\ \text{bohr},\qquad \mathbf B=(1.2,0.4,-0.2)\ \text{bohr}.$$

The function on $\mathbf A$ has powers $(2,0,0)$ and that on $\mathbf B$ has $(1,1,0)$. Then $p=1.5$ bohr$^{-2}$ and $\mu=0.9\times0.6/1.5=0.36$ bohr$^{-2}$. The weighted mean is $\mathbf P=(0.6,0.1,0.1)$ bohr, and the displacements are

$$\mathbf P-\mathbf A=(0.4,0.2,-0.2)\ \text{bohr},\qquad \mathbf P-\mathbf B=(-0.6,-0.3,0.3)\ \text{bohr}.$$

The moments needed are $I_0=\sqrt{\pi/1.5}=1.44720$ bohr and $I_2=I_0/(2\times1.5)=0.48240$ bohr$^3$.

**Direction x**, with $i=2$ and $j=1$. Formula (2) gives

$$f_0=\mathrm{PA}^2\,\mathrm{PB}=0.16\times(-0.6)=-0.096\ \text{bohr}^3,$$

$$f_1=\mathrm{PA}^2+2\,\mathrm{PA}\,\mathrm{PB}=0.16-0.48=-0.32\ \text{bohr}^2,$$

$$f_2=2\,\mathrm{PA}+\mathrm{PB}=0.8-0.6=0.2\ \text{bohr},\qquad f_3=1 .$$

The centres differ by 1 bohr, so $K_x=e^{-0.36}=0.69768$. The even coefficients contribute

$$S_x=0.69768\,\left[(-0.096)(1.44720)+(0.2)(0.48240)\right]=-0.09693+0.06731=-0.02962\ \text{bohr}^4 .$$

The two terms largely cancel. Keeping just the value of the polynomial at $P$ would give $-0.09693$ bohr$^4$, more than three times too large in magnitude. The recurrence (10) leads to the same bracket: $S_{11}=(\mathrm{PA}\,\mathrm{PB}+1/(2p))S_{00}$, and then $S_{21}=(\mathrm{PA}^2\,\mathrm{PB}+(2\,\mathrm{PA}+\mathrm{PB})/(2p))S_{00}$. Since $i+j=3$ is odd, reversing both displacements would turn $S_x$ into $+0.02962$ bohr$^4$.

**Directions y and z.** Here the centres differ by 0.5 bohr in magnitude, so $K_y=K_z=e^{-0.09}=0.91393$. In y, with $i=0$ and $j=1$, the polynomial is $u-0.3$ bohr, and its linear term integrates to zero. In z it is 1. Hence

$$S_y=0.91393\times(-0.3)\times1.44720=-0.39679\ \text{bohr}^2,$$

$$S_z=0.91393\times1.44720=1.32264\ \text{bohr}.$$

**The full overlap** is

$$S=(-0.02962)(-0.39679)(1.32264)=0.01554\ \text{bohr}^7 .$$

By (11), applied in each direction, the self-overlaps are

$$\frac{3}{(4a)^2}\left(\frac{\pi}{2a}\right)^{3/2}=0.53374\ \text{bohr}^7,\qquad \frac{1}{(4b)^2}\left(\frac{\pi}{2b}\right)^{3/2}=0.73541\ \text{bohr}^7,$$

and the normalized overlap is

$$\frac{0.01554}{\sqrt{0.53374\times0.73541}}=0.0248 .$$

The exponential prefactor alone is $e^{-0.36\times1.5}=0.583$, more than twenty times the normalized overlap. In this example the polynomial factors, including the cancellation in $S_x$, reduce the result far below the prefactor, so the prefactor alone need not indicate the size of an overlap once powers are present. The numerical check confirms the raw value by a direct sum over a three-dimensional grid, and the normalized value by an independent integral code. Neither three-dimensional value tests the sign convention: the total power is 4, so reversing all displacements flips $S_x$ and $S_y$ together and leaves $S$ unchanged. The sign shows in the odd one-dimensional factors, such as $S_x$.

## Calculated quantities

```
exponent a = 0.90000000 bohr^-2
exponent b = 0.60000000 bohr^-2
centre A = (0.2000, -0.1000, 0.3000) bohr
centre B = (1.2000, 0.4000, -0.2000) bohr
powers on A: (2, 0, 0)  powers on B: (1, 1, 0)
p = 1.50000000 bohr^-2
mu = 0.36000000 bohr^-2
centre P = (0.6000, 0.1000, 0.1000) bohr
PA = (0.4000, 0.2000, -0.2000) bohr
PB = (-0.6000, -0.3000, 0.3000) bohr
squared distance R^2 = 1.50000000 bohr^2
K_x = 0.69767633
K_y = 0.91393119
K_z = 0.91393119
K_x K_y K_z = 0.58274825
x: f_0 = -0.09600000 bohr^3
x: f_1 = -0.32000000 bohr^2
x: f_2 = 0.20000000 bohr^1
x: f_3 = 1.00000000 bohr^0
y: f_0 = -0.30000000 bohr^1
y: f_1 = 1.00000000 bohr^0
z: f_0 = 1.00000000 bohr^0
moment I_0 = sqrt(pi/p) = 1.44720251 bohr
moment I_2 = 0.48240084 bohr^3
part of S_x from k=0 = -0.09692918 bohr^4
part of S_x from k=2 = 0.06731193 bohr^4
S_x = -0.02961725 bohr^4
S_y = -0.39679305 bohr^2
S_z = 1.32264350 bohr^1
raw 3D overlap, formula = 0.01554360 bohr^7
raw 3D overlap, grid sum = 0.01554360 bohr^7
self-overlap of function on A = 0.53374314 bohr^7
self-overlap of function on B = 0.73541157 bohr^7
normalized overlap, formula = 0.02480962
normalized overlap, pyscf = 0.02480962
S_x with PA and PB sign-reversed = 0.02961725 bohr^4
number of random 1D cases = 100
largest relative 1D deviation = 1.6e-13
largest deviation in d-d block = 3.3e-16
```
